**Hyperfine anomaly of 85Rb and 87Rb**

The program extracts Δ = (A85/A87)(g87/g85) − 1 from measured splittings and nuclear g factors, where A is the magnetic hyperfine constant and g is the nuclear moment divided by the Bohr magneton and the nuclear spin. The output gives Δ = 0.3513 percent, with a bound of 0.00025 percent from input rounding. Using the plain g-factor ratio would misplace the 87Rb splitting by 24.013 MHz.

The program asserts the splitting rule by diagonalization, the reduced-mass scaling symbolically, and the magnetic field of the electron cloud by quadrature and a numerical curl. It also compares the formulas for the proton's angular factors, the electron density and the size correction ε with numerical calculations. A simple nonrelativistic model gives anomalies of 0.22 and 0.35 percent for a proton spread uniformly through the nucleus and one placed at its surface. These values support the sign and order of magnitude, not a precise prediction. A one percent change of nuclear radius changes A by only about 0.0075 percent in the model.

## Numerical verification

```python
"""
Hyperfine anomaly of 85Rb and 87Rb.
Result under test: Delta = (A85/A87)*(g87/g85) - 1 is about 0.35 percent.
A: magnetic hyperfine constant; g: nuclear moment/(Bohr magneton * I).
A simple model explains its sign and order of magnitude:
  epsilon = -<aL*dL + aS*(dS - tau*(dS-dL)/2)>.
aL, aS: orbital and spin fractions of the nuclear moment.
dS: relative deficit of electron density at the proton, compared with r=0.
dL: the same deficit averaged over the volume inside the proton's radius.
tau: angular spin-dipole factor; eta = Z*R/a0; x = r/R.
The electron model is nonrelativistic; the nuclear charge is a uniform sphere.
The four spectroscopic data below are measured inputs, not model results.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import jv, yv, lpmv

# Measured inputs, rounded: splittings in MHz, g in units of Bohr magneton.
split85, split87 = 3035.732, 6834.683
g85, g87 = 2.93640e-4, 9.95141e-4
spin85, spin87 = 2.5, 1.5


def spin_matrices(spin):
    m = np.arange(spin, -spin - 1, -1)
    plus = np.diag(np.sqrt(spin*(spin + 1) - m[1:]*(m[1:] + 1)), 1)
    return (plus + plus.T)/2, (plus - plus.T)/(2j), np.diag(m)


for spin in (spin85, spin87):
    coupling = sum(np.kron(a, b) for a, b in
                   zip(spin_matrices(spin), spin_matrices(0.5)))
    levels = np.linalg.eigvalsh(coupling)
    assert abs(levels[-1] - levels[0] - (spin + 0.5)) < 1e-12

A85, A87 = split85/(spin85 + 0.5), split87/(spin87 + 0.5)
ratio_A, ratio_g = A87/A85, g87/g85
delta = ratio_g/ratio_A - 1
rounding = (1 + delta)*(0.0005/split85 + 0.0005/split87
                      + 0.5e-9/g85 + 0.5e-9/g87)
assert abs(delta - 0.0035) < 0.00005
assert delta > 100*rounding
naive_split87 = A85*ratio_g*(spin87 + 0.5)

# Reduced-mass scaling is checked from the radial equation and normalization.
r, k, Zs = sp.symbols('r k Z', positive=True)
u = r*sp.exp(-Zs*k*r)
energy = sp.simplify((-sp.diff(u, r, 2)/(2*k) - Zs*u/r)/u)
assert sp.simplify(sp.diff(energy, r)) == 0
center = 1/(4*sp.pi*sp.integrate(u**2, (r, 0, sp.oo)))
assert sp.simplify(center/center.subs(k, 1) - k**3) == 0
me_u = const.m_e/const.atomic_mass
mass_effect = ((1 + me_u/87)/(1 + me_u/85))**3 - 1
assert abs(mass_effect) < 1e-3*delta

# Shell theorem for the vector kernel in the magnetic vector potential.
for shell, expected in ((0.6, 4*np.pi*0.6**2), (1.4, 0.0)):
    pull = quad(lambda c: 2*np.pi*shell**2*(1 - shell*c)
                /(1 + shell**2 - 2*shell*c)**1.5, -1, 1)[0]
    assert abs(pull - expected) < 1e-8


# A strongly varying cloud tests the field formula; here mu0 = 1.
def test_density(radius):
    return math.exp(-radius**2)


def test_mean(radius):
    return 3*quad(lambda t: t*t*test_density(radius*t), 0, 1)[0]


moment = np.array([0.0, 0.0, 1.0])


def vector_potential(point):
    return np.cross(moment, point)*test_mean(np.linalg.norm(point))/3


point, step = np.array([0.5, 0.3, 0.7]), 1e-3
jac = np.array([(vector_potential(point + step*e)
                 - vector_potential(point - step*e))/(2*step)
                for e in np.eye(3)])
curl = np.array([jac[1, 2] - jac[2, 1], jac[2, 0] - jac[0, 2],
                 jac[0, 1] - jac[1, 0]])
radius = np.linalg.norm(point)
unit = point/radius
n_here, n_inside = test_density(radius), test_mean(radius)
field = 2*n_here*moment/3 + (n_inside - n_here)*(
    3*unit*np.dot(unit, moment) - moment)/3
assert np.max(abs(curl - field)) < 2e-6  # finite-difference error

# A current loop must sample the mean density inside its radius.
loop = 1.2
flux = quad(lambda q: 2*np.pi*q*(test_density(q) - test_mean(q)/3),
            0, loop)[0]
assert abs(flux - 2*np.pi*loop**2*test_mean(loop)/3) < 1e-8

nodes, weights = np.polynomial.legendre.leggauss(24)


def angular_numeric(l, upper):
    """Spin fraction and tau from a diagonalized coupled proton state."""
    off = math.sqrt(2*l)/2
    vectors = np.linalg.eigh([[(l - 1)/2, off], [off, -l/2]])[1]
    v = vectors[:, 1 if upper else 0]

    def harmonic(m):
        norm = math.sqrt((2*l + 1)/(4*np.pi)
                         * math.factorial(l - m)/math.factorial(l + m))
        return norm*lpmv(m, l, nodes)

    up, down = v[0]*harmonic(l - 1), v[1]*harmonic(l)
    sine = np.sqrt(1 - nodes**2)
    spin_z = (v[0]**2 - v[1]**2)/2
    tensor = np.pi*np.sum(weights*((3*nodes**2 - 1)*(up**2 - down**2)
                                 + 6*nodes*sine*up*down))
    return spin_z/(l - 0.5), tensor/spin_z


def angular_formula(l, upper):
    if upper:
        return 1/(2*l + 1), -2*l/(2*l + 3)
    return -1/(2*l + 1), -(2*l + 2)/(2*l - 1)


for l in (1, 2, 3):
    for upper in (False, True):
        assert np.allclose(angular_numeric(l, upper),
                           angular_formula(l, upper), atol=1e-12)

Z, R = 37, 5.3e-15
a0 = const.physical_constants['Bohr radius'][0]
eta = Z*R/a0


def radial_solution(parameter, binding):
    """Solve for the s wave; binding=1 uses the hydrogenlike 1s energy."""
    def equation(x, y):
        return [y[1], -2*y[1]/x
                + (-parameter*(3 - x*x) + binding*parameter**2)*y[0]]
    start = 1e-5
    return solve_ivp(equation, (start, 1),
                     [1 - parameter*start**2/2, -parameter*start],
                     method='DOP853', rtol=1e-11, atol=1e-13,
                     max_step=0.05, dense_output=True)


solution = radial_solution(eta, 1)
t, wt = (nodes + 1)/2, weights/2


def deficits_numeric(x):
    local = 1 - solution.sol(x)[0]**2
    inside = 3*np.sum(wt*t*t*(1 - solution.sol(x*t)[0]**2))
    return np.array([local, inside])


def deficits_formula(x2, x4, parameter=eta):
    return parameter*np.array([x2 - x4/10, 3*x2/5 - 3*x4/70])


for x in (0.3, 0.7, 1.0):
    # Omitted terms are of relative order eta, below one percent here.
    assert np.allclose(deficits_numeric(x), deficits_formula(x*x, x**4),
                       rtol=0.01, atol=0)

nuclear_g85 = g85*const.m_p/const.m_e
nuclear_g87 = g87*const.m_p/const.m_e


def moment_fractions(nuclear_g, spin_fraction):
    orbital = (1 - spin_fraction)/nuclear_g
    return orbital, 1 - orbital


def epsilon_formula(nuclear_g, l, upper, deficits):
    spin_fraction, tau = angular_formula(l, upper)
    aL, aS = moment_fractions(nuclear_g, spin_fraction)
    dS, dL = deficits
    return -(aL*dL + aS*(dS - tau*(dS - dL)/2))


def epsilon_numeric(nuclear_g, l, upper, surface):
    """Average the sampled density directly over proton positions."""
    spin_fraction, tau = angular_numeric(l, upper)
    positions = np.array([1.0]) if surface else t
    probability = np.array([1.0]) if surface else 3*wt*t*t
    total = 0.0
    for x, p in zip(positions, probability):
        local, inside = 1 - deficits_numeric(x)
        orbital_part = (1 - spin_fraction)*inside
        spin_part = (nuclear_g - 1 + spin_fraction)*(
            local + tau*(inside - local)/2)
        total += p*(orbital_part + spin_part)/nuclear_g
    return total - 1


uniform = deficits_formula(3/5, 3/7)
surface = deficits_formula(1, 1)
models = {}
for name, deficits, at_surface in (('uniform', uniform, False),
                                   ('surface', surface, True)):
    e85 = epsilon_formula(nuclear_g85, 3, False, deficits)
    e87 = epsilon_formula(nuclear_g87, 1, True, deficits)
    n85 = epsilon_numeric(nuclear_g85, 3, False, at_surface)
    n87 = epsilon_numeric(nuclear_g87, 1, True, at_surface)
    predicted = (1 + e85)/(1 + e87) - 1
    direct = (1 + n85)/(1 + n87) - 1
    assert max(abs(e85 - n85), abs(e87 - n87)) < 0.01*eta
    assert abs(predicted/direct - 1) < 0.01
    assert predicted > 0 and 0.3 < predicted/delta < 3
    assert abs(e85) < 0.3*abs(e87)
    models[name] = e85, e87, predicted


def central_density_ratio(parameter):
    """Finite-charge over point-charge density at r=0, same outer wave."""
    f, slope = radial_solution(parameter, 0).y[:, -1]
    z = math.sqrt(8*parameter)
    F, G = 2*jv(1, z)/z, 2*yv(1, z)/z
    dF, dG = -8*parameter*jv(2, z)/z**2, -8*parameter*yv(2, z)/z**2
    regular = (f*dG - slope*G)/(F*dG - dF*G)
    return 1/regular**2


center_ratio = central_density_ratio(eta)
# The neglected second-order logarithm is a few percent of this shift.
assert abs((1 - center_ratio)/(1.5*eta) - 1) < 0.05
charge_change = central_density_ratio(1.01*eta)/center_ratio - 1
wider = deficits_formula(3/5, 3/7, 1.01*eta)
magnetic_change = (1 + epsilon_formula(nuclear_g87, 1, True, wider))/(
    1 + models['uniform'][1]) - 1
radius_change = (1 + charge_change)*(1 + magnetic_change) - 1
assert abs(radius_change) < 0.05*delta

print(f"Measured input: 85Rb splitting = {split85:.3f} MHz")
print(f"Measured input: 87Rb splitting = {split87:.3f} MHz")
print(f"Measured input: g85 = {g85:.5e} (dimensionless)")
print(f"Measured input: g87 = {g87:.5e} (dimensionless)")
print(f"Nuclear spins: I85 = {spin85}, I87 = {spin87} (dimensionless)")
print(f"A85 = {A85:.4f} MHz")
print(f"A87 = {A87:.4f} MHz")
print(f"Splitting ratio 87/85 = {split87/split85:.6f} (dimensionless)")
print(f"A87/A85 = {ratio_A:.6f} (dimensionless)")
print(f"g87/g85 = {ratio_g:.6f} (dimensionless)")
print(f"Extracted anomaly Delta = {100*delta:.4f} percent")
print(f"Bound from input rounding = {100*rounding:.5f} percent")
print(f"87Rb splitting from naive ratio = {naive_split87:.3f} MHz")
print(f"Naive minus measured splitting = {naive_split87-split87:.3f} MHz")
print(f"Reduced-mass contribution to Delta = {100*mass_effect:.6f} percent")
print(f"Model nuclear charge Z = {Z} (dimensionless)")
print(f"Model nuclear radius R = {R*1e15:.1f} fm")
print(f"Bohr radius a0 = {a0*1e15:.1f} fm")
print(f"eta = Z R/a0 = {eta:.6f} (dimensionless)")
for label, ng, l, upper in (('85Rb f5/2', nuclear_g85, 3, False),
                           ('87Rb p3/2', nuclear_g87, 1, True)):
    sf, tau = angular_formula(l, upper)
    aL, aS = moment_fractions(ng, sf)
    print(f"{label}: g in nuclear magnetons = {ng:.4f} (dimensionless)")
    print(f"{label}: <s_z>/<I_z> = {sf:.4f}, tau = {tau:.4f} (dimensionless)")
    print(f"{label}: orbital fraction = {aL:.4f}, spin = {aS:.4f} (dimensionless)")
for name, deficits in (('uniform', uniform), ('surface', surface)):
    print(f"{name}: local density deficit = {100*deficits[0]:.4f} percent")
    print(f"{name}: enclosed-mean deficit = {100*deficits[1]:.4f} percent")
    e85, e87, predicted = models[name]
    print(f"{name}: epsilon85 = {100*e85:.4f} percent")
    print(f"{name}: epsilon87 = {100*e87:.4f} percent")
    print(f"{name}: model anomaly = {100*predicted:.4f} percent")
print(f"Finite charge: central density change = {100*(center_ratio-1):.4f} percent")
print(f"Radius +1 percent: charge effect on A = {100*charge_change:.5f} percent")
print(f"Radius +1 percent: magnetic effect on A = {100*magnetic_change:.5f} percent")
print(f"Radius +1 percent: total effect on A = {100*radius_change:.5f} percent")
print("every check passed")
```

Printed output:

```
Measured input: 85Rb splitting = 3035.732 MHz
Measured input: 87Rb splitting = 6834.683 MHz
Measured input: g85 = 2.93640e-04 (dimensionless)
Measured input: g87 = 9.95141e-04 (dimensionless)
Nuclear spins: I85 = 2.5, I87 = 1.5 (dimensionless)
A85 = 1011.9107 MHz
A87 = 3417.3415 MHz
Splitting ratio 87/85 = 2.251412 (dimensionless)
A87/A85 = 3.377118 (dimensionless)
g87/g85 = 3.388983 (dimensionless)
Extracted anomaly Delta = 0.3513 percent
Bound from input rounding = 0.00025 percent
87Rb splitting from naive ratio = 6858.696 MHz
Naive minus measured splitting = 24.013 MHz
Reduced-mass contribution to Delta = -0.000045 percent
Model nuclear charge Z = 37 (dimensionless)
Model nuclear radius R = 5.3 fm
Bohr radius a0 = 52917.7 fm
eta = Z R/a0 = 0.003706 (dimensionless)
85Rb f5/2: g in nuclear magnetons = 0.5392 (dimensionless)
85Rb f5/2: <s_z>/<I_z> = -0.1429, tau = -1.6000 (dimensionless)
85Rb f5/2: orbital fraction = 2.1197, spin = -1.1197 (dimensionless)
87Rb p3/2: g in nuclear magnetons = 1.8272 (dimensionless)
87Rb p3/2: <s_z>/<I_z> = 0.3333, tau = -0.4000 (dimensionless)
87Rb p3/2: orbital fraction = 0.3649, spin = 0.6351 (dimensionless)
uniform: local density deficit = 0.2065 percent
uniform: enclosed-mean deficit = 0.1266 percent
uniform: epsilon85 = 0.0344 percent
uniform: epsilon87 = -0.1875 percent
uniform: model anomaly = 0.2222 percent
surface: local density deficit = 0.3335 percent
surface: enclosed-mean deficit = 0.2065 percent
surface: epsilon85 = 0.0496 percent
surface: epsilon87 = -0.3033 percent
surface: model anomaly = 0.3540 percent
Finite charge: central density change = -0.5597 percent
Radius +1 percent: charge effect on A = -0.00566 percent
Radius +1 percent: magnetic effect on A = -0.00188 percent
Radius +1 percent: total effect on A = -0.00753 percent
every check passed
```
